# Decay Rate of Small In-Plane Magnetization Precession in a Thin Film

A magnetic film rings after a field pulse, and a designer wants to know for how long. A tempting estimate multiplies the Gilbert damping $\alpha$ by the angular frequency $\omega$ of the ringing. For a film with $\mu_0M=1000$ mT in an in-plane field of 50 mT and $\alpha=0.01$, this gives a decay rate of 0.403 per nanosecond. The equation of motion gives 0.967 per nanosecond, 2.4 times as much. The estimate fails because the film's own demagnetizing field flattens the precession into a narrow ellipse, and frequency and damping respond differently to that flattening.

## Setting and assumptions

The film lies in the $xy$ plane, with $z$ along its normal. Its magnetization is $M\mathbf m$, where $M$ is constant and $|\mathbf m|=1$. A static field $B>0$ points along $x$. The assumptions are:

1. The magnetization is uniform, and the film is so wide that its edges do not matter.
2. The film is isotropic: neither crystal nor interfaces favour any direction.
3. The motion obeys the Landau–Lifshitz–Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0,\ \alpha>0. \tag{1}$$

4. The deviation from $x$ is small enough for its squares to be dropped.

Two rates are used throughout:

$$w_1=\gamma B,\qquad w_2=\gamma(B+\mu_0M),\qquad \omega_0=\sqrt{w_1w_2}. \tag{2}$$

**Theorem.** Under these assumptions, the deviation oscillates if and only if

$$\alpha\,\mu_0M<2\sqrt{B(B+\mu_0M)}. \tag{3}$$

Its amplitude then decays as $e^{-\Gamma t}$ with

$$\Gamma=\frac{\alpha\gamma\,(B+\mu_0M/2)}{1+\alpha^2}=\alpha\gamma\left(B+\frac{\mu_0M}{2}\right)+O(\alpha^3). \tag{4}$$

At any fixed $B>0$, condition (3) is met once $\alpha$ is small enough, so the first-order statement is meaningful. It is not uniform in $B$: at fixed $\alpha$, condition (3) fails as $B\to0$.

## Lemma 1: the effective field

**Lemma 1.** The effective field is $\mathbf B_{\rm eff}=(B,\,0,\,-\mu_0M m_z)$.

*Proof.* A uniformly magnetized wide film produces no field outside itself. The normal component of the flux density is continuous across the surface, so the film's own contribution to it vanishes inside too: $\mu_0(H_z+Mm_z)=0$, hence $H_z=-Mm_z$. The tangential component of $\mathbf H$ is also continuous, so the film adds no in-plane $\mathbf H$.

The magnetostatic energy density is $-\tfrac12\mu_0\mathbf H\cdot M\mathbf m=\tfrac12\mu_0M^2m_z^2$. The half is there because the field is produced by the magnetization itself. Adding the energy $-MBm_x$ in the applied field and dividing by $M$ gives

$$u=-Bm_x+\tfrac12\mu_0M\,m_z^2. \tag{5}$$

The effective field is $-\partial u/\partial\mathbf m$, which is the stated vector. ∎

## Lemma 2: the linear equations

**Lemma 2.** To first order in the deviation,

$$\dot m_y=-w_2m_z-\alpha\dot m_z,\qquad \dot m_z=w_1m_y+\alpha\dot m_y. \tag{6}$$

*Proof.* The unit length gives $m_x=\sqrt{1-m_y^2-m_z^2}=1-\tfrac12(m_y^2+m_z^2)+\dots$, so $m_x=1$ and $\dot m_x=0$ to first order. The components of the precession torque are

$$(\mathbf m\times\mathbf B_{\rm eff})_y=m_zB-m_x(-\mu_0Mm_z)\to(B+\mu_0M)m_z,$$

$$(\mathbf m\times\mathbf B_{\rm eff})_z=m_x\cdot0-m_yB=-Bm_y.$$

Those of the damping term are

$$(\mathbf m\times\dot{\mathbf m})_y=m_z\dot m_x-m_x\dot m_z\to-\dot m_z,\qquad(\mathbf m\times\dot{\mathbf m})_z=m_x\dot m_y-m_y\dot m_x\to\dot m_y.$$

Multiplying the first pair by $-\gamma$, the second by $\alpha$, and adding gives (6). ∎

The two rates have a plain meaning. Turning the magnetization within the plane is resisted by the applied field alone, with stiffness $B$. Tilting it out of the plane is resisted by the demagnetizing field as well, with stiffness $B+\mu_0M$.

## Proof of the theorem

Insert $m_y=Ye^{\lambda t}$ and $m_z=Ze^{\lambda t}$ into (6):

$$\lambda Y=-(w_2+\alpha\lambda)Z,\qquad \lambda Z=(w_1+\alpha\lambda)Y. \tag{7}$$

Multiply the first equation by $\lambda$ and replace $\lambda Z$ using the second:

$$\lambda^2Y=-(w_2+\alpha\lambda)(w_1+\alpha\lambda)Y.$$

Here $Y\neq0$. If $Y$ were zero while $Z$ was not, the second equation would give $\lambda=0$ and the first would then give $w_2=0$, which is false. Divide by $Y$ and expand the product:

$$(1+\alpha^2)\lambda^2+\alpha(w_1+w_2)\lambda+w_1w_2=0. \tag{8}$$

The discriminant is

$$\Delta=\alpha^2(w_1+w_2)^2-4(1+\alpha^2)w_1w_2=\alpha^2(w_2-w_1)^2-4w_1w_2,$$

because $(w_1+w_2)^2-4w_1w_2=(w_2-w_1)^2$. The motion oscillates when $\Delta<0$, that is, when $\alpha(w_2-w_1)<2\sqrt{w_1w_2}$. Since $w_2-w_1=\gamma\mu_0M$, division by $\gamma$ gives (3). The roots are then $\lambda=-\Gamma\pm i\omega$, with

$$\Gamma=\frac{\alpha(w_1+w_2)}{2(1+\alpha^2)},\qquad \omega=\frac{\sqrt{4w_1w_2-\alpha^2(w_2-w_1)^2}}{2(1+\alpha^2)}. \tag{9}$$

Since $w_1+w_2=2\gamma(B+\mu_0M/2)$, the first expression is (4). Expanding $1/(1+\alpha^2)=1-\alpha^2+\dots$ shows that the first correction to the rate is of order $\alpha^3$. ∎

Both components share the factor $e^{-\Gamma t}$. Quantities quadratic in the deviation, such as the excess energy, carry the factor $e^{-2\Gamma t}$. On a flat orbit the energy is lost in bursts, so $2\Gamma$ is its decay rate averaged over a cycle, not at each instant.

**Remark on the convention.** Equation (1) has $\dot{\mathbf m}$ on both sides. Take $\mathbf m\times$ of it and use $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, valid because $\mathbf m\cdot\dot{\mathbf m}=0$. This gives $\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B_{\rm eff})-\alpha\dot{\mathbf m}$. Substitution into (1) yields

$$\dot{\mathbf m}=-\gamma'\left[\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B_{\rm eff})\right],\qquad\gamma'=\frac{\gamma}{1+\alpha^2}.$$

In terms of $\gamma'$ the rate reads $\Gamma=\alpha\gamma'(B+\mu_0M/2)$. The two conventions therefore differ only beyond first order in $\alpha$.

## Lemma 3: where the energy goes

**Lemma 3.** For weak damping, and averaged over a cycle, the in-plane velocity $\dot m_y$ causes the fraction $w_2/(w_1+w_2)$ of the energy loss, and the excess energy decays at the rate $\alpha(w_1+w_2)$.

*Proof.* Write (1) as $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf b$ with $\mathbf b=\mathbf B_{\rm eff}-(\alpha/\gamma)\dot{\mathbf m}$. Gilbert damping thus acts like an extra field $-(\alpha/\gamma)\dot{\mathbf m}$. A cross product is perpendicular to both factors, so $\dot{\mathbf m}\cdot\mathbf b=0$, or $\mathbf B_{\rm eff}\cdot\dot{\mathbf m}=(\alpha/\gamma)|\dot{\mathbf m}|^2$. Therefore

$$\dot u=-\mathbf B_{\rm eff}\cdot\dot{\mathbf m}=-\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2. \tag{10}$$

Expanding $m_x$ in (5) to second order gives the excess energy

$$\varepsilon=u+B=\tfrac12Bm_y^2+\tfrac12(B+\mu_0M)m_z^2=\frac{w_1m_y^2+w_2m_z^2}{2\gamma}.$$

Without damping, (6) is solved by $m_y=a\cos\omega_0t$. Then $m_z=-\dot m_y/w_2=a\sqrt{w_1/w_2}\,\sin\omega_0t$, and $\varepsilon=w_1a^2/(2\gamma)$ is constant. The cycle averages are

$$\langle\dot m_y^2\rangle=\tfrac12\omega_0^2a^2=\tfrac12w_1w_2a^2,\qquad\langle\dot m_z^2\rangle=\tfrac12\omega_0^2a^2\frac{w_1}{w_2}=\tfrac12w_1^2a^2.$$

Their ratio is $w_2:w_1$, which gives the fraction. Putting their sum into (10),

$$\langle\dot\varepsilon\rangle=-\frac{\alpha}{\gamma}\,\frac{w_1a^2}{2}(w_1+w_2)=-\alpha(w_1+w_2)\varepsilon.\qquad ∎$$

Half of this energy rate is the amplitude rate of the theorem, reached here by a second route. It also explains the failed estimate. The ratio

$$\frac{\Gamma}{\alpha\omega_0}\simeq\frac{(w_1+w_2)/2}{\sqrt{w_1w_2}}\ge1 \tag{11}$$

compares an arithmetic mean with a geometric one. They agree when $w_1=w_2$, the case of circular precession. A strong demagnetizing field makes them differ.

## Limits in the field

**Strong field.** For $B\gg\mu_0M$, both rates approach $\gamma B$. The orbit becomes circular and $\Gamma\to\alpha\gamma B=\alpha\omega_0$ to first order in $\alpha$. Here the simple estimate is right.

**Weak field, still oscillating.** For $B\ll\mu_0M$ but with (3) satisfied, $\Gamma\to\alpha\gamma\mu_0M/2$. The decay rate levels off while $\omega_0\simeq\gamma\sqrt{B\mu_0M}$ continues to fall, so each decay time contains fewer and fewer periods.

**Overdamped.** Equality in (3), squared, reads $4B^2+4B\mu_0M-\alpha^2(\mu_0M)^2=0$. Its positive root is the threshold field

$$B_c=\frac{\mu_0M}{2}\left(\sqrt{1+\alpha^2}-1\right)\simeq\frac{\alpha^2\mu_0M}{4}. \tag{12}$$

Below $B_c$, equation (8) has two real negative roots, and the return to equilibrium is governed by the slower one. The two decay rates have the sum $\alpha(w_1+w_2)/(1+\alpha^2)$ and the product $w_1w_2/(1+\alpha^2)$. When one is much smaller than the other, the sum is nearly the fast rate, so the slow rate is nearly product over sum:

$$\Gamma_{\rm slow}\simeq\frac{w_1w_2}{\alpha(w_1+w_2)}\simeq\frac{\gamma B}{\alpha}\qquad(B\ll B_c,\ \alpha\ll1). \tag{13}$$

The dependence on damping is now inverted: more damping means slower return. As $B\to0$ the rate vanishes, as it must, because an isotropic film without a field has no preferred direction in its plane.

## Corollary: the swept-field linewidth

A resonance measurement can hold the drive frequency fixed and sweep $B$.

**Corollary.** For weak damping and a resonance field above about $\alpha^2\mu_0M\simeq4B_c$, so that the lower half-maximum point still lies at $B>0$, the full width at half maximum of the absorption in swept field is $\Delta B=2\alpha\omega/\gamma$.

*Proof.* Add a small field $be^{i\omega t}$ along $y$. Since $\hat x\times\hat y=\hat z$, it adds $-\gamma be^{i\omega t}$ to the equation for $\dot m_z$. The complex amplitudes obey

$$i\omega Y=-(w_2+i\alpha\omega)Z,\qquad i\omega Z=(w_1+i\alpha\omega)Y-\gamma b.$$

The first gives $Z=-i\omega Y/(w_2+i\alpha\omega)$. Inserting this into the second and multiplying by $w_2+i\alpha\omega$,

$$\omega^2Y=(w_1+i\alpha\omega)(w_2+i\alpha\omega)Y-\gamma b(w_2+i\alpha\omega),$$

$$Y=\frac{\gamma b\,(w_2+i\alpha\omega)}{w_1w_2-(1+\alpha^2)\omega^2+i\alpha\omega(w_1+w_2)}.$$

The absorbed power at fixed frequency is proportional to $-\mathrm{Im}\,Y$. Near resonance and to leading order in $\alpha$,

$$-\mathrm{Im}\,Y\simeq\frac{\gamma b\,w_2\,\alpha\omega(w_1+w_2)}{(w_1w_2-\omega^2)^2+\alpha^2\omega^2(w_1+w_2)^2}.$$

Half the peak value is reached where $|w_1w_2-\omega^2|=\alpha\omega(w_1+w_2)$. A field change $\delta$ from resonance shifts $w_1w_2=\gamma^2B(B+\mu_0M)$ by $\gamma^2(2B+\mu_0M)\delta=\gamma(w_1+w_2)\delta$. The sum $w_1+w_2$ cancels, leaving $\delta=\pm\alpha\omega/\gamma$. ∎

The factor $B+\mu_0M/2$ is thus absent from the field linewidth though present in the decay rate. If Gilbert damping alone sets a measured width, as assumed here, the ringing can be predicted by first extracting $\alpha=\gamma\Delta B/(2\omega)$ and then using (4). A spread of local fields across the film would widen the line further and make the $\alpha$ extracted in this way too large. In the example below, a Gaussian spread of standard deviation 0.5 mT among independently precessing regions widens the line from 4.58 to 4.89 mT, an error of about 7% in $\alpha$.

## Worked example

Take $\mu_0M=1000$ mT, $B=50$ mT, $\alpha=0.01$ and $g=2$. Then $\gamma=g\mu_B/\hbar=175.88$ rad/(ns T), with $\mu_B$ the Bohr magneton, and

$$w_1=175.88\times0.050=8.794\ \text{rad/ns},\qquad w_2=175.88\times1.050=184.7\ \text{rad/ns}.$$

The angular frequency is $\omega_0=\sqrt{8.794\times184.7}=40.3$ rad/ns, which corresponds to a frequency $\omega_0/2\pi=6.41$ GHz. The decay rate is

$$\Gamma=0.01\times175.88\times0.550=0.967\ \text{ns}^{-1}.$$

The amplitude decay time is $1/\Gamma=1.034$ ns, which holds 6.6 periods. Integrating the full nonlinear equation (1) from an in-plane angle of 0.5 degrees gave 0.96725 ns⁻¹, against 0.96735 from the first-order formula. The relative difference of $10^{-4}$ is the $\alpha^2$ of (4).

The orbit is flat: $m_z/m_y=\sqrt{8.794/184.7}=0.218$. By Lemma 3 the in-plane velocity accounts for $184.7/193.5=95.5\%$ of the loss, and the time integration gave the same share. The swept-field width is $2\times0.01\times40.3/175.88=0.00458$ T, or 4.58 mT, as also found from the computed absorption curve.

With $M$ and $\alpha$ held fixed, the linear equations give:

| $B$ (mT) | frequency (GHz) | $\Gamma$ (ns⁻¹) |
|---|---|---|
| 10 | 2.81 | 0.897 |
| 50 | 6.41 | 0.967 |
| 200 | 13.71 | 1.231 |

The frequency rises almost fivefold, the decay rate by 37%. The reason is visible in (4): $B$ is added to 500 mT. Within this model, a stronger bias field is therefore a weak means of shortening the ringing as long as $B\ll\mu_0M/2$.

Oscillation ends below $B_c=0.025$ mT, far from the working point. At 50 mT it would take $\alpha>0.458$ to suppress it.

## What the assumptions leave out

Each effect below is sized separately for the example, with the other parameters held fixed. Percentages are relative to the ideal film's decay rate unless stated otherwise.

**Interface anisotropy.** Let the two interfaces together contribute an energy $-K_sm_z^2$ per area, favouring the normal. In a film of thickness $d$ this adds $-K_sm_z^2/(Md)$ to $u$. Comparison with (5) shows that $\mu_0M$ is replaced by $\mu_0M-2K_s/(Md)$. For $K_s=0.2$ mJ/m² and $d=10$ nm the reduction is 50.3 mT. Half of it enters the rate: $-25.1/550$, or $-4.6\%$. At fixed $K_s$ and $M$ the shift grows as $1/d$.

**Finite width.** Model a disc 10 µm across as a flat spheroid with demagnetizing factors $N,N,1-2N$. The shape energy is $\tfrac12\mu_0M[N(m_x^2+m_y^2)+(1-2N)m_z^2]$. With $m_x^2+m_y^2=1-m_z^2$ it equals a constant plus $\tfrac12\mu_0M(1-3N)m_z^2$, so $\mu_0M$ is replaced by $(1-3N)\mu_0M$. The demagnetizing integral of the spheroid gives $N=7.84\times10^{-4}$, and the rate falls by 0.2%. A disc of constant thickness has a larger volume-averaged factor, because it keeps its full thickness up to the rim. For a uniformly magnetized thin disc of diameter $D$, the volume-averaged factor is $N\simeq\frac{d}{\pi D}\left[\ln\frac{4D}{d}-\frac12\right]=2.48\times10^{-3}$, and the rate falls by 0.7%. This average comes mostly from the rim. At the centre the local factor is only $d/(2D)=5\times10^{-4}$, below the spheroid value, which would lower the rate by 0.14%. The field in a real disc is nonuniform, so these numbers give the size of the effect, a few tenths of a percent, not its value.

**Eddy currents.** An in-plane $\dot m_y$ drives a current $J_x=-\partial_zH_y$ through the resistivity $\rho$. Faraday's law, $\partial_z(\rho J_x)=-\dot B_y$, gives $\partial_z^2H_y=(\mu_0/\rho)(\dot H_y+M\dot m_y)$. In a thin film $\dot H_y$ is negligible beside $M\dot m_y$. With $H_y=0$ at $z=\pm d/2$,

$$H_y=\frac{\mu_0M\dot m_y}{2\rho}\left(z^2-\frac{d^2}{4}\right),\qquad\langle H_y\rangle=-\frac{\mu_0M\dot m_y\,d^2}{12\rho},$$

since $\langle z^2\rangle=d^2/12$. The mean field $\mu_0\langle H_y\rangle$ has the Gilbert form $-(\alpha_e/\gamma)\dot m_y$ with $\alpha_e=\gamma\mu_0^2Md^2/(12\rho)$. It adds $\alpha_e$ to the coefficient of $\dot m_y$ in (6), hence $\alpha_ew_2$ to the linear coefficient in (8), and $\alpha_ew_2/2$ to the rate at leading order. For $\rho=25$ µΩ cm, $\alpha_e=7.4\times10^{-6}$ and the rate rises by 0.07%. This holds for a film between insulators. Metal layers above and below can carry opposite currents that close around the film. Then $H_y$ need not vanish at its surfaces, and the eddy damping can be far larger; it is not sized here.

**Uneven local field.** Suppose regions of the film precess independently in fields with a Gaussian spread of standard deviation 0.5 mT. Differentiating $\omega_0^2=\gamma^2B(B+\mu_0M)$ gives $d\omega_0/dB=\gamma^2(B+\mu_0M/2)/\omega_0$, so the frequencies spread by $s=0.211$ rad/ns. Averaging $e^{i\omega t}$ over a Gaussian multiplies the signal by $e^{-s^2t^2/2}$. After one decay time, $st=0.218$ and the averaged signal is 2.4% smaller than that of a uniform film. This loss is dephasing, not dissipation, and it is not exponential in time.

**Amplitude and temperature.** Starting at 10 degrees changed the decay rate of the in-plane angle, over the first full period measured, by 0.01% relative to the linear rate. The component $m_y$, which is the sine of that angle whenever $m_z=0$, decayed 0.7% more slowly than the linear rate over the same period. Both changes are below the squared angle, 0.03; one case does not establish how they scale. Turning the magnetization of the whole disc within the plane by a small angle $\varphi$ costs the energy $MVB\varphi^2/2$, with $V$ its volume. Equipartition gives $\langle\varphi^2\rangle=k_BT/(MVB)$, an rms angle of 0.02 degrees at 300 K. A deviation of a degree stands well above it. This is the fluctuation of the direction averaged over the whole disc. Thermal spin waves make the local direction fluctuate far more: for an exchange stiffness of 13 pJ/m, by about 1 degree over 100 nm and 3 to 4 degrees over 10 nm.

**Beside real films.** The parameters are rough typical values for soft ferromagnetic metal films in magnetoresistive sensors: $\mu_0M$ near 1 T, $\alpha$ near 0.01, thickness of order 10 nm. The values of $K_s$ and of the field spread are round assumptions and depend strongly on the adjoining layers and on film quality. Among the rate shifts sized here, breaking the assumption of neutral interfaces matters most, at about 5% for the chosen $K_s$ and thickness. The same $K_s$ on a 3 nm film would lower the rate by about 15%. The example also takes $g=2$, while nickel–iron films have $g$ near 2.1; at fixed $\alpha$ this raises the rate by 5%, as much as the interface term lowers it. Loss of spin into neighbouring metals is taken as part of $\alpha$, which must therefore be known for the complete layer stack. Scattering into nonuniform spin waves is left out and not sized. An uncertainty in $\alpha$ passes in full proportion into $\Gamma$, so in the 10 nm example a 10% error in $\alpha$ outweighs each of the rate shifts sized above. This need not hold for thinner films, stronger interface anisotropy or thick adjoining metal layers.

## Table of computed values

```
mu0 M: 1000 mT
M: 795.8 kA/m
field B: 50 mT
Gilbert damping alpha: 0.01
g factor: 2
gamma: 175.88 rad/(ns T)
w1 = gamma B: 8.794 rad/ns
w2 = gamma (B + mu0 M): 184.7 rad/ns
angular frequency: 40.3 rad/ns
frequency: 6.414 GHz
B + mu0 M/2: 550 mT
decay rate, first-order formula: 0.96735 1/ns
decay rate, linear modes: 0.96725 1/ns
decay rate, time integration: 0.96725 1/ns
amplitude decay time: 1.034 ns
energy decay time: 0.5169 ns
periods in one amplitude decay time: 6.63
alpha times angular frequency: 0.403 1/ns
decay rate / (alpha omega): 2.4
axis ratio m_z/m_y, linear modes: 0.2182
axis ratio, formula: 0.2182
in-plane share of loss, integration: 0.9545
in-plane share of loss, formula: 0.9545
threshold field B_c: 0.025 mT
critical alpha at this B: 0.4583
swept-field full width, response: 4.583 mT
swept-field full width, formula: 4.583 mT
B 10 mT: f 2.809 GHz, rate 0.8969, formula 0.8970 1/ns
B 50 mT: f 6.412 GHz, rate 0.9673, formula 0.9674 1/ns
B 200 mT: f 13.711 GHz, rate 1.2311, formula 1.2312 1/ns
film thickness: 10 nm
disc diameter: 10 um
temperature: 300 K
interface anisotropy K_s: 0.2 mJ/m2
resistivity: 25 uohm cm
field spread, standard deviation: 0.5 mT
rate change, higher orders in alpha: -0.01 %
rate change, 10 degree start: 0.011 %
interface field 2K_s/(M d): 50.27 mT
rate change, interface: -4.57 %
in-plane demagnetizing factor: 0.0007844
rate change, disc: -0.21 %
eddy damping alpha_e: 7.37e-06
rate change, eddy currents: 0.07 %
angular frequency spread: 0.211 rad/ns
signal loss by dephasing at decay time: 2.35 %
thermal in-plane angle, rms: 0.0209 deg
```
